# Why the singular phonon collision matrix still gives a thermal conductivity

## The decision

Suppose that the phonon collision matrix of a crystal has been assembled and its thermal conductivity is wanted. The matrix has a zero eigenvalue, so an ordinary linear solver may fail or return a huge vector. One can discard the zero mode, add a little damping, or suspect the collision processes themselves. The right choice depends on which conserved quantity produces the zero, and on whether the temperature gradient drives that quantity.

The zero due to energy is harmless and can be projected out. A zero due to crystal momentum signals that no steady state exists, and damping then produces a number that grows without limit as the damping is reduced. These notes take the two cases apart and weigh them in a silicon-like model.

## The equation and its matrix

Take a uniform crystal of volume $V$ with a finite set of phonon modes $i$, each with frequency $\omega_i$ and velocity $v_i$ along $x$. Let $n_i$ be the occupation, $\bar n_i=1/(e^{\hbar\omega_i/kT}-1)$ its equilibrium value (n0 in the numerical output), and $D_i=\bar n_i(\bar n_i+1)$. Write
$$n_i=\bar n_i+D_i\varphi_i ,$$
with $\varphi_i$ small. The collisions are three-phonon processes $1+2\leftrightarrow3$ with $\omega_1+\omega_2=\omega_3$. The net forward rate of one process is
$$R=W\left[n_1n_2(1+n_3)-(1+n_1)(1+n_2)n_3\right].$$

At equilibrium $\bar n/(1+\bar n)=e^{-\hbar\omega/kT}$, so energy conservation makes the two products equal. Call the common one-way rate $P=W\bar n_1\bar n_2(1+\bar n_3)$. To first order, $n_1$ changes by the fraction $(1+\bar n_1)\varphi_1$ and $1+n_1$ by the fraction $\bar n_1\varphi_1$; the other modes behave likewise. Hence
$$\frac{\delta(\text{forward})}{P}=(1+\bar n_1)\varphi_1+(1+\bar n_2)\varphi_2+\bar n_3\varphi_3,$$
$$\frac{\delta(\text{backward})}{P}=\bar n_1\varphi_1+\bar n_2\varphi_2+(1+\bar n_3)\varphi_3 .$$
Subtraction leaves $R=P(\varphi_1+\varphi_2-\varphi_3)$.

Give each process $p$ a vector $u_p$ with entries $+1,+1,-1$ on modes 1, 2, 3 and zero elsewhere. A net forward event changes the occupations by $-u_p$. Summing over processes,
$$\left(\frac{dn}{dt}\right)_{\rm coll}=-A\varphi,\qquad A=\sum_pP_p\,u_pu_p^{T}.$$
This matrix is symmetric.

In a gradient $T'=dT/dx$, the drift term is $v_i\,\partial n_i/\partial x$. To first order in $T'$ only $\bar n_i$ needs to be differentiated, because $\varphi_i$ is itself proportional to $T'$. The steady equation is therefore
$$A\varphi=-b\,T',\qquad b_i=v_i\frac{\partial\bar n_i}{\partial T}=\frac{\hbar\omega_iv_iD_i}{kT^2}. \tag{1}$$

## First contribution: what makes the matrix singular

For any $\varphi$,
$$\varphi^TA\varphi=\sum_pP_p(u_p\cdot\varphi)^2\ge0 .$$
If $A\varphi=0$ the left side vanishes, and since every $P_p$ is positive, each $u_p\cdot\varphi$ must vanish. Conversely, if each vanishes, so does $A\varphi$. The null vectors are thus the quantities $\varphi_i$ that satisfy $\varphi_1+\varphi_2=\varphi_3$ in every collision. Energy is one of them: $A\omega=0$.

This vector has a second meaning. Raising the temperature by $\delta T$ changes $\bar n_i$ by $D_i\hbar\omega_i\,\delta T/(kT^2)$, which is $\varphi_i=\hbar\omega_i\,\delta T/(kT^2)$. Collisions cannot undo this change, because the hotter distribution is also an equilibrium. The singularity says that collisions do not choose the temperature.

## Second contribution: what the gradient drives

Let $z$ be a null vector. Multiplying (1) by $z^T$ and using $z^TA=(Az)^T=0$ gives
$$0=-(z\cdot b)\,T'.$$
A solution therefore requires $z\cdot b=0$ for every null vector. This is also sufficient. A real symmetric matrix has a complete set of orthonormal eigenvectors $a_k$ with eigenvalues $\alpha_k$. If $b$ has no null component, then
$$\varphi=-T'\sum_{\alpha_k>0}\frac{a_k\,(a_k\cdot b)}{\alpha_k}$$
satisfies (1).

For $z=\omega$ the condition is an energy balance:
$$\hbar\,\omega\cdot b=\frac{\partial}{\partial T}\sum_i\hbar\omega_iv_i\bar n_i=0 .$$
The sum is $V$ times the heat flux of local equilibrium. If this flux vanishes at every temperature, so does its derivative, and the drift deposits no net energy anywhere.

Time reversal makes it vanish: $\omega(-q)=\omega(q)$, so $v(-q)=-v(q)$, and the modes cancel in pairs. In the continuum, periodicity alone is enough. Within one branch the summand of $\hbar\,\omega\cdot b$ has the form $C(\omega)\,\partial\omega/\partial q_x$. If $G'(\omega)=C(\omega)$, this equals $\partial G(\omega(q))/\partial q_x$, the derivative of a periodic function, and its integral over the Brillouin zone is zero. As a test, take the one-dimensional band $\omega=40+10\cos q+6\sin2q$ in rad/ps at 300 K, for which $\omega(q)\ne\omega(-q)$. The integral over the full zone is $3\times10^{-16}$ of that from $0$ to $\pi$.

Two solutions of (1) differ by a null vector. When energy is the only one, the freedom is $\varphi\to\varphi+c\,\omega$, a uniform temperature shift, which carries no heat current because $b\cdot\omega=0$.

## The conductivity

Local equilibrium carries no flux, so the heat flux comes from the deviation alone:
$$J=\frac1V\sum_i\hbar\omega_iv_iD_i\varphi_i=\frac{kT^2}{V}\,b\cdot\varphi .$$
With $J=-\kappa T'$ and the solution above,
$$\kappa=\frac{kT^2}{V}\,b^TA^{+}b ,$$
where $A^+$ inverts $A$ on its nonzero eigenvalues. It is convenient to scale to
$$\Omega=D^{-1/2}AD^{-1/2},\qquad s=D^{-1/2}b,\qquad \kappa=\frac{kT^2}{V}\,s^T\Omega^{+}s . \tag{2}$$
The eigenvalues of $\Omega$ are relaxation rates, and its energy null vector is $e=D^{1/2}\omega$. The two inverses may select solutions that differ by a multiple of $\omega$, which leaves $\kappa$ unchanged.

Time reversal simplifies the work further. A process and its time-reversed partner have equal strength, so $A$ does not mix vectors even in $q$ with vectors odd in $q$. Energy is even and the source is odd. If the odd block has no null vector, it can be inverted directly, with half the number of unknowns and no zero to remove.

## Third contribution: crystal momentum

Orthogonality to the energy vector is necessary but does not settle the matter. In a normal process $q_1+q_2=q_3$; in an umklapp process the two sides differ by a reciprocal lattice vector. If only normal processes act, $q_x$ is also a null vector, and it is odd like the source. Its overlap is
$$q_x\cdot b=\sum_iq_{x,i}\,v_i\,\frac{\partial\bar n_i}{\partial T},$$
which is positive if $v_i$ points along $q_{x,i}$, as it does in the model below. Equation (1) then has no solution. Restoring the time derivative and multiplying by $q_x$ shows what happens instead:
$$\frac{d}{dt}\sum_iq_{x,i}\,n_i=-(q_x\cdot b)\,T' .$$
The phonon gas accelerates steadily toward the cold side.

A small uniform loss rate $\eta$ makes this measurable. Let each deviation decay at the extra rate $\eta$, which replaces $\Omega$ by $\Omega+\eta$. For a scaled source $x$, define the response
$$r(\eta)=x^T(\Omega+\eta)^{-1}x=\sum_k\frac{(x\cdot w_k)^2}{\lambda_k+\eta},$$
where $w_k$ and $\lambda_k$ are the orthonormal eigenvectors and eigenvalues of $\Omega$. A null component gives a term proportional to $1/\eta$; without one, $r$ has a finite limit. For the gradient with normal processes alone, put $g=D^{1/2}q_x$. In a cubic crystal the scaled $y$ and $z$ momenta are orthogonal to both $s$ and $g$, so if there are no further odd null vectors,
$$\eta\,\kappa\;\to\;K=\frac{kT^2}{V}\frac{(s\cdot g)^2}{g\cdot g}. \tag{3}$$

A related limit has weak umklapp scattering. Multiply all umklapp rates by $\epsilon\ll1$. The large part of the solution is a drift, $\varphi\simeq c\,q_x$, which normal processes leave alone. Projecting (1) on $q_x$ gives $c\,\epsilon\,(g^T\Omega_Ug)=-(s\cdot g)\,T'$, where $\Omega_U$ is the umklapp part at full strength. Thus
$$\kappa\simeq\frac{K}{\epsilon\,\Gamma},\qquad\Gamma=\frac{g^T\Omega_U\,g}{g\cdot g}=\frac{g^T\Omega\,g}{g\cdot g}.$$
The last equality holds because the normal part annihilates $g$. At full strength the same expression is a lower bound. The Cauchy–Schwarz inequality applied to $\Omega^{1/2}g$ and $(\Omega^{+})^{1/2}s$ gives $(s\cdot g)^2\le(g^T\Omega g)(s^T\Omega^+s)$, and hence $\kappa\ge K/\Gamma$.

## A silicon-like model

The model has one longitudinal (LA) and two transverse (TA) acoustic branches on a simple cubic lattice at 300 K. The cell edge is 0.342 nm and the cell mass 56 u, matching the volume and mass of silicon's two-atom cell. The sound speeds $c$ are 8.5 and 5.5 km/s, and the Grüneisen parameter is $\gamma=1$; these are rough typical values. Each branch follows
$$\omega=\frac{2c}{a}\Big[\sum_{\alpha=x,y,z}\sin^2(q_\alpha a/2)\Big]^{1/2}.$$
The coupling is a simple model form,
$$W=\frac{\pi\hbar\gamma^2}{NM\bar c^{\,2}}\;\omega_1\omega_2\omega_3\;\delta(\omega_1+\omega_2-\omega_3),$$
with $N$ cells of mass $M$ and mean speed $\bar c=6.5$ km/s.

A grid of $9^3$ wavevectors without the zone centre gives $3\times728=2184$ modes. Frequencies are rounded to multiples of 0.5 THz, and the delta function becomes the inverse of that step in angular frequency. Every retained process then conserves the rounded energy exactly. Velocities come from the unrounded dispersion and remain odd, so the pairwise cancellation survives.

The matrix was tested against the nonlinear rate $R$. For a random $\varphi$, the occupations were displaced by $\pm10^{-3}D\varphi$ and the difference of the two rates was divided by $2\times10^{-3}$. The result agrees with $-A\varphi$ to $5\times10^{-14}$ of its norm. So close an agreement is possible because the cubic terms in $R$ cancel, and a central difference of a quadratic function has no truncation error.

## Weighing the null vectors

Null vectors were counted as eigenvalues below $10^{-9}$ of the largest in each block.

- With all processes, the odd block has none and the even block has one, the energy. The slowest odd rate is 0.025 ps⁻¹, so the odd block is safely invertible.
- With normal processes alone, the odd block has three, the components of momentum, and the even block still has one.

The cosine between $s$ and $e$ is $3\times10^{-17}$, zero to rounding. The squared cosine between $s$ and $g$ is 0.56: more than half of the squared length of the source lies along momentum.

The consequences appear when $\eta$ is lowered from $10^{-5}$ to $10^{-7}$ ps⁻¹ with everything else fixed. A $1/\eta$ law would multiply the response by 100.

| Source and processes | Response multiplied by |
|---|---|
| Gradient, all processes | 1.0001 |
| Heating LA modes, all processes | 99.99 |
| Heating LA, cooling TA, all processes | 1.0008 |
| Gradient, normal only | 100.0 |

In the second row phonons are created at an equal rate in every LA mode. This source brings in energy that collisions cannot remove, so only the loss $\eta$ limits the temperature rise. In the third row 0.767 phonons are removed from each TA mode for each one created in an LA mode, which makes the net power zero. (The output labels this ratio "TA cooling per unit LA heating"; it counts phonons per mode, not energy.) The unrounded dispersion would give $8.5/(2\times5.5)=0.773$; rounding the frequencies accounts for the difference.

The third source is even in $q$, like the energy vector, and still has a finite response. The fourth is odd and diverges. Parity is thus a convenient way to show orthogonality to energy, but orthogonality to all null vectors decides solvability.

For normal processes alone, $\kappa$ is $2.41\times10^5$ W/(m K) at the larger loss and $2.41\times10^7$ W/(m K) at the smaller. The product at the smaller loss is
$$10^{-7}\ \text{ps}^{-1}\times2.41\times10^{7}\ \frac{\text W}{\text{m K}}=2.41\ \frac{\text W}{\text{m K ps}},$$
in agreement with $K=2.41$ W/(m K ps) from (3). Neither conductivity is a property of the crystal, since each is inversely proportional to the chosen $\eta$.

## Weighing the parts of the conductivity

With all processes the odd block gives $\kappa=37.2$ W/(m K). The full matrix with $\eta=10^{-7}$ ps⁻¹ gives the same value to the digits shown. Damping is therefore acceptable here, provided that $\eta$ is far below the rates that matter and the answer no longer depends on it. A gradient of 1 K/µm, or $10^6$ K/m, drives $37.2\times10^6$ W/m², about 3700 W/cm².

Momentum decays initially at $\Gamma=0.206$ ps⁻¹, so a rigid drift of the phonon gas gives the lower bound
$$\frac K\Gamma=\frac{2.41}{0.206}\approx11.7\ \frac{\text W}{\text{m K}},$$
about 31% of $\kappa$. A rigid drift is thus only part of the actual deviation, and the weak-umklapp formula cannot be used at full strength.

The relaxation-time approximation keeps only the diagonal of $\Omega$. It has no singularity, because it lets energy leak away: a uniform temperature rise would initially decay at 0.30 ps⁻¹. It gives $\kappa=28.7$ W/(m K), 23% below the full solution; on grids of up to 25 points per side and with smaller frequency steps the gap lies between about 15 and 25%. The leak is not the cause of this difference. The leak belongs to the even block, while $\kappa$ comes from the odd one, where the approximation drops the off-diagonal elements that return part of the current.

Inexact energy matching in a collision sum also spoils the null vector. Here the unrounded energy $D^{1/2}\omega_{\rm unrounded}$ has a decay rate of $9\times10^{-5}$ ps⁻¹, about a hundredth of the slowest nonzero even rate, 0.010 ps⁻¹. The matrix itself remains singular, since the rounded energy is conserved. In a scheme that accepts mismatched processes, the zero can become a small positive eigenvalue. The bulk conductivity is protected from it if time reversal is kept and the odd block is used. A problem with a source of heat has no such protection.

## How far the number can be trusted

Each change below is made alone and compared with 37.2 W/(m K).

- **Wavevector grid.** Eleven points per side give 42.3 W/(m K), 14% more.
- **Frequency step.** Halving it to 0.25 THz gives 43.8 W/(m K), 18% more.
- **Missing long waves.** Continuing the lifetimes as $1/q^2$ into the empty cell around the zone centre adds about 4 W/(m K). This law is only an assumption: the LA lifetimes of the model actually grow as $1/q^4$ (see below), so the missing part has no finite bound. This overlaps with the grid correction, so the two should not be added.
- **Isotopes.** A rough relative mass variance of $10^{-4}$ per cell lowers the value to 35.5 W/(m K), 5% less.
- **Walls.** An added relaxation rate $|\mathbf v|/L$ with $L=1$ µm gives 35.4 W/(m K), also 5% less.

The discretisation errors are the largest of these. Both refinements raise the value, and made together they give about 54 W/(m K), 44% more. The approach is not smooth: grids of 13 and 15 points give 40 to 45 W/(m K) with steps of 0.5 and 0.25 THz. The model value is therefore not converged. The settings tried give 37 to 54 W/(m K), and, as shown below, the model has no finite fine-grid limit. Lifetime broadening is modest: the largest ratio of linewidth to frequency is 0.04. Linearisation is good for the modes on these grids: the largest relative change of occupation at 1 K/µm is $7\times10^{-4}$ here and stays below 1% on grids of up to 15 points; at 21 and 25 points it is about 2 to 3%. Still longer waves, with longer free paths, would deviate more.

The long waves also set a condition for an infinite crystal, where relaxation rates reach zero as $q\to0$. If lifetimes grow as $q^{-p}$, each acoustic branch contributes $\int q^{2}q^{-p}\,dq$ near the zone centre, because the heat capacity per mode and the speed tend to constants. This is finite for $p<3$. Otherwise the conductivity diverges although no null vector overlaps the source. The grids used here are too coarse to show $p$, but the dispersion fixes it. Since $|\sin(x+y)|\le|\sin x|+|\sin y|$, each branch obeys $\omega(q_1+q_2)\le\omega(q_1)+\omega(q_2)$. With exact energy matching this rules out L+L→L, T+T→T and, because the degenerate TA branches lie below LA, L+T→T. A long LA wave can then only decay or join L+T→L, which needs $(c_L-c_T)q_2\lesssim2c_Lq$, so its partners are long waves too. The coupling scales as $q^3$, the occupation factor as $1/q$ and the phase space as $q^2$, which gives a rate proportional to $q^4$: $p=4$ for LA. TA waves can scatter off short LA waves and have $p=1$. The LA contribution therefore grows as $1/q_{\min}$. In the relaxation-time approximation the LA waves missing from the 9-point grid add roughly 20 W/(m K) down to the cut-off of a 50-point grid and roughly 200 W/(m K) down to that of a 500-point grid. The full solution diverges as well, because $(u_p\cdot\varphi)^2\le3(\varphi_1^2+\varphi_2^2+\varphi_3^2)$ for three distinct modes keeps it above a third of the relaxation-time value. The conductivities quoted here thus belong to the finite grids. In real crystals the splitting of the transverse branches, four-phonon processes and boundaries change this long-wave behaviour.

Bulk silicon at room temperature conducts roughly 150 W/(m K), about four times the 37.2 W/(m K) computed here. The coupling strength is one uncertain input: all rates scale as $\gamma^2$, so $\kappa\propto1/\gamma^2$ with all else fixed, and $\gamma=0.5$ would raise $\kappa$ fourfold. The transverse branches are also unrealistic, since they are degenerate everywhere and rise from 5.1 THz at the model's zone-face centre to almost 9 THz at its zone corner, while silicon's lie near 4.5 THz at the X point. Optical modes are absent; three of them placed at 15 THz would hold 42% of the heat capacity, and their scattering of acoustic phonons is not included. Four-phonon processes are left out too. Real devices break the assumption of a uniform, unbounded crystal. The 5% reduction for a 1 µm film is not converged either: it becomes 8 to 18% with a halved frequency step or grids of up to 15 points and 18 to 21% at 21 and 25 points, and it cannot settle, because the bulk value it refers to diverges. It probably understates the effect in silicon, because the coarse grid lacks the long waves that travel farthest.

None of these corrections alters the criterion for a finite set of modes; an infinite crystal must also satisfy the long-wave condition $p<3$, which this model does not. For a uniform bulk crystal, project out the energy vector or solve in the odd block. If a zero remains in the odd block and overlaps the source, examine the processes before adding any damping: a resistive mechanism may be missing, or the grid and frequency step may have left too few collisions to relax every mode. The numerical output below lists the values for the main settings.

## Computed results

```
temperature: 300 K
cell edge: 0.342 nm; cell mass: 56 u
sound speeds LA, TA: 8.5, 5.5 km/s
Grueneisen parameter: 1.0
mean speed in the coupling: 6.50 km/s
grid points per side: 9; frequency step: 0.50 THz
lowest, highest frequency: 2.0, 13.5 THz
modes: 2184; listed processes: 95706
umklapp share of listed processes: 0.536
matrix vs finite difference, relative error: 4.7e-14
energy change, random occupation, relative: 4.9e-18
|Omega e|/(largest rate |e|), e energy: 3.9e-16
cosine between source and energy vector: 2.9e-17
asymmetric band, zone / half-zone integral: 2.9e-16
null vectors, all processes, odd/even: 0/1
null vectors, normal only, odd/even: 3/1
slowest odd rate, all processes: 0.0252 1/ps
slowest nonzero even rate: 0.0102 1/ps
largest odd rate: 2.939 1/ps
loss rates compared: 1e-05, 1e-07 1/ps
response growth, temperature gradient: 1.00011
response growth, heating of LA: 99.987
response growth, LA heated, TA cooled: 1.00083
TA cooling per unit LA heating: 0.7671
kappa, odd block: 37.24 W/(m K)
kappa, full matrix, smaller loss: 37.24 W/(m K)
kappa, relaxation-time approx.: 28.66 W/(m K)
heat flux at 1 K/um: 3724 W/cm2
normal only, kappa at larger loss: 2.410e+05 W/(m K)
normal only, kappa at smaller loss: 2.410e+07 W/(m K)
predicted loss*kappa limit: 2.410 W/(m K ps)
squared cosine, source and momentum: 0.564
momentum decay rate with umklapp: 0.2056 1/ps
energy decay rate, diagonal only: 0.2958 1/ps
decay rate, unrounded energy vector: 9.47e-05 1/ps
kappa, 11 points per side: 42.32 W/(m K)
kappa, step 0.25 THz: 43.83 W/(m K)
missing long waves, estimate: 4.25 W/(m K)
cell mass variance (rough): 1e-04
kappa with isotope disorder: 35.48 W/(m K)
kappa with walls, 1000 nm film: 35.42 W/(m K)
optical frequency (rough): 15 THz
optical share of heat capacity: 0.416
largest linewidth/frequency: 0.0373
largest |n-n0|/n0 at 1 K/um: 7.06e-04
```
